# Defocus-Invariant Two-Beam Imaging with a Tuned Point Dipole: a program that tests the result

```python
"""
Result under test: a grating of pitch p is lit by two incoherent point poles at
direction sines +s and -s. If each pole sends exactly two orders through the
pupil, the image modulation at defocus z is
    M = 2 a0 a1/(a0^2 + a1^2) * cos(Phi),
    Phi = k z [gamma(s) - gamma(s - g)],
and it is independent of z only for s = g/2, i.e. sin(theta) = wavelength/(2 p).
Symbols: g = wavelength/p, k = 2 pi/wavelength, gamma(s) = sqrt(1 - s^2),
a0, a1 = amplitudes of orders 0 and +-1, NA = numerical aperture (in air).
M = 2 I1/I0, from the Fourier coefficients of the image at frequencies 1/p and 0.
Model: thin mask, scalar light, no aberration but defocus. Lengths in nm.
A source is a list of points (s, t, weight); t is the sine along the lines.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

wavelength = 200.0
NA = 0.9
pitch = 250.0
k = 2 * np.pi / wavelength

# Order amplitudes by quadrature over the clear half of one period
amplitude = {m: quad(lambda v: np.cos(2 * np.pi * m * v), -0.25, 0.25)[0]
             for m in range(-8, 9)}


def captured(p, s, t=0.0):
    return [m for m in amplitude
            if (s + m * wavelength / p)**2 + t**2 <= NA**2]


def field(x, z, p, s, t=0.0):
    total = 0j
    for m in captured(p, s, t):
        sx = s + m * wavelength / p
        sz = np.sqrt(1 - sx**2 - t**2)
        total = total + amplitude[m] * np.exp(1j * k * (sx * x + sz * z))
    return total


def image(x, z, p, source):
    weight_sum = sum(w for _, _, w in source)
    return sum(w * abs(field(x, z, p, s, t))**2
               for s, t, w in source) / weight_sum


def modulation(z, p, source):
    x = np.arange(64) * p / 64
    intensity = image(x, z, p, source)
    first = np.mean(intensity * np.exp(-2j * np.pi * x / p))
    return 2 * first / np.mean(intensity)


def dipole(s, t=0.0):
    return [(s, t, 1.0), (-s, t, 1.0)]


def gamma(s):
    return np.sqrt(1 - s**2)


g = wavelength / pitch
s_tuned = g / 2
s_off = 0.5
a0, a1 = 0.5, 1 / np.pi
on_axis = [(0.0, 0.0, 1.0)]
x_grid = np.arange(64) * pitch / 64
z_scan = np.linspace(-1000, 1000, 41)

# Closed-form order amplitudes against quadrature
assert abs(amplitude[0] - a0) < 1e-12
assert abs(amplitude[1] - a1) < 1e-12 and abs(amplitude[-1] - a1) < 1e-12

# The defocused field obeys the Helmholtz equation (error of order (k h)^2/12)
h, xp, zp = 0.5, 37.0, 80.0
centre = field(xp, zp, pitch, s_off)
laplacian = (field(xp + h, zp, pitch, s_off) + field(xp - h, zp, pitch, s_off)
             + field(xp, zp + h, pitch, s_off) + field(xp, zp - h, pitch, s_off)
             - 4 * centre) / h**2
assert abs(laplacian + k**2 * centre) < 1e-4 * k**2 * abs(centre)

# Tuned dipole: the whole image, not only its modulation, ignores defocus
assert captured(pitch, s_tuned) == [-1, 0]
focused = image(x_grid, 0.0, pitch, dipole(s_tuned))
largest_change = max(np.max(abs(image(x_grid, z, pitch, dipole(s_tuned)) - focused))
                     for z in z_scan)
assert largest_change < 1e-11
two_beam = 2 * a0 * a1 / (a0**2 + a1**2)
michelson = (focused.max() - focused.min()) / (focused.max() + focused.min())
assert abs(michelson - two_beam) < 1e-12

# General tilt: dipole loses modulation, a single pole only shifts its fringes
for s in (0.3, 0.45, s_off):
    assert captured(pitch, s) == [-1, 0]
    for z in (60.0, 125.0, 300.0):
        phi = k * z * (gamma(s) - gamma(s - g))
        single = modulation(z, pitch, [(s, 0.0, 1.0)])
        assert abs(abs(single) - two_beam) < 1e-11
        assert abs(single - two_beam * np.exp(1j * phi)) < 1e-11
        assert abs(modulation(z, pitch, dipole(s)) - two_beam * np.cos(phi)) < 1e-11

# The tilt with no fringe shift, found from images alone
z_far = 300.0
s_found = brentq(lambda s: np.angle(modulation(z_far, pitch, [(s, 0.0, 1.0)])),
                 0.3, 0.55, xtol=1e-13)
assert abs(s_found - wavelength / (2 * pitch)) < 1e-10

# On-axis three-beam image and its first loss of modulation
three_beam = 4 * a0 * a1 / (a0**2 + 2 * a1**2)
assert captured(pitch, 0.0) == [-1, 0, 1]
for z in z_scan:
    psi = k * z * (1 - gamma(g))
    assert abs(modulation(z, pitch, on_axis) - three_beam * np.cos(psi)) < 1e-11
z_zero = brentq(lambda z: modulation(z, pitch, on_axis).real, 10, 200)
assert abs(z_zero - wavelength / (4 * (1 - gamma(g)))) < 1e-8

# Pitch limits, tested by counting the captured orders
p_min = wavelength / (2 * NA)
p_max = 3 * wavelength / (2 * NA)
p_axis = wavelength / NA
for p, count in ((0.99 * p_min, 0), (1.01 * p_min, 2),
                 (0.99 * p_max, 2), (1.01 * p_max, 4)):
    assert len(captured(p, wavelength / (2 * p))) == count
assert len(captured(0.99 * p_axis, 0.0)) == 1
assert len(captured(1.01 * p_axis, 0.0)) == 3

# Large pitch: a third nonzero order brings the focus dependence back
p_large = 500.0
g_large = wavelength / p_large
large_source = dipole(g_large / 2)
for z in z_scan:
    psi = k * z * (gamma(g_large / 2) - gamma(3 * g_large / 2))
    formula = 2 * a0 * a1 * (1 + np.cos(psi)) / (a0**2 + 2 * a1**2)
    assert abs(modulation(z, p_large, large_source) - formula) < 1e-11

# Pole points displaced along the lines keep the invariance
t_shift = 0.5
assert captured(pitch, s_tuned, t_shift) == [-1, 0]
for z in z_scan:
    assert abs(modulation(z, pitch, dipole(s_tuned, t_shift)) - two_beam) < 1e-11

# Uniform line poles of half-width delta across the lines
nodes, weights = np.polynomial.legendre.leggauss(24)


def wide_pole_factor(delta, z):
    source = []
    for u, w in zip(nodes, weights):
        s = s_tuned + delta * u
        assert captured(pitch, s) == [-1, 0]
        source += [(s, 0.0, w), (-s, 0.0, w)]
    return modulation(z, pitch, source).real / two_beam


def sinc_factor(delta, z):
    argument = 2 * np.pi * z * delta / (pitch * gamma(s_tuned))
    return np.sin(argument) / argument


delta = 0.1
wide_sum = wide_pole_factor(delta, z_far)
wide_formula = sinc_factor(delta, z_far)
half_sum = wide_pole_factor(delta / 2, z_far)
half_formula = sinc_factor(delta / 2, z_far)
# The neglected cubic phase gives an error of order delta^4: factor near 16
error_ratio = (wide_sum - wide_formula) / (half_sum - half_formula)
assert abs(wide_sum - wide_formula) < 3e-3
assert 14 < error_ratio < 17

phi_off = k * z_far * (gamma(s_off) - gamma(s_off - g))
shift = -np.angle(modulation(z_far, pitch, [(s_off, 0.0, 1.0)])) * pitch / (2 * np.pi)
assert abs(shift + phi_off * pitch / (2 * np.pi)) < 1e-8

print(f"wavelength: {wavelength:.0f} nm")
print(f"numerical aperture: {NA:.2f}")
print(f"pitch: {pitch:.0f} nm")
print(f"order spacing g: {g:.3f}")
print(f"order amplitudes a0, a1: {amplitude[0]:.4f}, {amplitude[1]:.4f}")
print(f"tuned sin(theta), from formula: {s_tuned:.4f}")
print(f"tuned sin(theta), found from images: {s_found:.4f}")
print(f"tuned angle: {np.degrees(np.arcsin(s_tuned)):.2f} degrees")
print(f"gamma of both tuned orders: {gamma(s_tuned):.4f}")
print(f"tuned dipole contrast: {michelson:.4f}")
print(f"largest image change, |z| up to 1000 nm: below 1e-11: {largest_change < 1e-11}")
print("signed modulation: on-axis, tuned dipole, dipole at s = "
      f"{s_off:.2f}")
for z in (0.0, 60.0, 125.0, 200.0, 300.0):
    row = [modulation(z, pitch, src).real
           for src in (on_axis, dipole(s_tuned), dipole(s_off))]
    print(f"  z = {z:3.0f} nm: " + ", ".join(f"{v + 0.0:.4f}" if abs(v) > 1e-9
                                         else "0.0000" for v in row))
print(f"on-axis first zero of modulation: z = {z_zero:.1f} nm")
print(f"gamma at s = {s_off:.2f} and s-g = {s_off - g:.2f}: "
      f"{gamma(s_off):.4f}, {gamma(s_off - g):.4f}")
print(f"Phi at s = {s_off:.2f}, z = {z_far:.0f} nm: {phi_off:.4f} rad")
print(f"cos(Phi) there: {np.cos(phi_off):.4f}")
print(f"fringe shift of that single pole: {shift:.2f} nm")
print(f"contrast of that single pole: "
      f"{abs(modulation(z_far, pitch, [(s_off, 0.0, 1.0)])):.4f}")
print(f"smallest pitch, tuned dipole: {p_min:.1f} nm")
print(f"upper pitch limit for two orders: {p_max:.1f} nm")
print(f"smallest pitch, on-axis: {p_axis:.1f} nm")
print(f"large pitch: {p_large:.0f} nm, tuned sin(theta): {g_large / 2:.3f}")
for z in (0.0, 300.0):
    print(f"  its modulation at z = {z:.0f} nm: "
          f"{modulation(z, p_large, large_source).real:.4f}")
print(f"displacement along lines, invariance tested: t = {t_shift:.2f}")
for d, exact_sum, approx in ((delta, wide_sum, wide_formula),
                             (delta / 2, half_sum, half_formula)):
    print(f"pole half-width {d:.2f}, z = {z_far:.0f} nm: factor from source sum "
          f"{exact_sum:.4f}, from sin(A)/A {approx:.4f}")
print(f"error ratio on halving the pole width: {error_ratio:.2f}")
print("done: every assertion held")
```

Printed output:

```
wavelength: 200 nm
numerical aperture: 0.90
pitch: 250 nm
order spacing g: 0.800
order amplitudes a0, a1: 0.5000, 0.3183
tuned sin(theta), from formula: 0.4000
tuned sin(theta), found from images: 0.4000
tuned angle: 23.58 degrees
gamma of both tuned orders: 0.9165
tuned dipole contrast: 0.9060
largest image change, |z| up to 1000 nm: below 1e-11: True
signed modulation: on-axis, tuned dipole, dipole at s = 0.50
  z =   0 nm: 1.4065, 0.9060, 0.9060
  z =  60 nm: 1.0253, 0.9060, 0.8936
  z = 125 nm: 0.0000, 0.9060, 0.8526
  z = 200 nm: -1.1378, 0.9060, 0.7713
  z = 300 nm: -1.1378, 0.9060, 0.6124
on-axis first zero of modulation: z = 125.0 nm
gamma at s = 0.50 and s-g = -0.30: 0.8660, 0.9539
Phi at s = 0.50, z = 300 nm: -0.8286 rad
cos(Phi) there: 0.6759
fringe shift of that single pole: 32.97 nm
contrast of that single pole: 0.9060
smallest pitch, tuned dipole: 111.1 nm
upper pitch limit for two orders: 333.3 nm
smallest pitch, on-axis: 222.2 nm
large pitch: 500 nm, tuned sin(theta): 0.200
  its modulation at z = 0 nm: 1.4065
  its modulation at z = 300 nm: 0.6164
displacement along lines, invariance tested: t = 0.50
pole half-width 0.10, z = 300 nm: factor from source sum 0.8901, from sin(A)/A 0.8910
pole half-width 0.05, z = 300 nm: factor from source sum 0.9720, from sin(A)/A 0.9720
error ratio on halving the pole width: 15.17
done: every assertion held
```
